Why SERTA is exact for direction-independent inelastic phonon scattering

An electron in a single-layer semiconductor channel at room temperature gains or loses tens of meV when it absorbs or emits an optical phonon. That is comparable with its kinetic energy. Its occupation at one energy is then tied to the occupation one phonon higher and one phonon lower, and the Boltzmann equation becomes a set of coupled equations in energy. A relaxation time, which treats each energy separately, looks like a poor substitute. Yet the simplest choice, the self-energy relaxation-time approximation (SERTA), gives the correct linear mobility if the transition probability does not depend on the direction of the final wavevector. SERTA keeps the rate at which collisions remove a small excess of electrons from a state and ignores the excess or deficit that they bring in from other states.

The reason is a cancellation. Electrons do return to each state, but the disturbance that carries the current brings in as much excess from one side of the valley as deficit from the other.

**The collision term and what SERTA drops**

Take one isotropic valley with E = ħ²k²/2m, a uniform steady field 𝓔 along x, and phonons in thermal equilibrium. The electron charge is −e. Let P(k→k′) be the transition rate into an empty state k′, and let Σ′ denote the sum over k′ at fixed spin. A prime on f marks its value at k′. The net rate at which collisions fill state k is

C = Σ′ [ P(k′→k) f′(1−f) − P(k→k′) f(1−f′) ].

In equilibrium f is the Fermi function f0, and each pair of processes balances:

P(k′→k) f0′(1−f0) = P(k→k′) f0(1−f0′).

For phonons this follows from two ratios. Absorption and the reverse emission have rates in the ratio N/(N+1) = exp(−ħω/kT), where N is the phonon occupation, and f0/(1−f0) falls by the same factor when the energy rises by ħω.

Now put f = f0 + δf and keep terms of first order in δf. The first product in C contributes P(k′→k)[δf′(1−f0) − f0′δf]. The second contributes −P(k→k′)[δf(1−f0′) − f0δf′]. Collecting δf and δf′ separately gives

C = −δf/τ + Σ′ M(k,k′) δf′,

1/τ = Σ′ [ P(k→k′)(1−f0′) + P(k′→k) f0′ ],

M(k,k′) = P(k′→k)(1−f0) + P(k→k′) f0.

The first term is the loss of the disturbance from state k. The second is the return of disturbance from all other states.

The time τ is the one that belongs to the self-energy. Let c be the common factor of a transition and its reverse. If k′ lies one phonon above k, then P(k→k′) = cN and P(k′→k) = c(N+1), so the contribution to 1/τ is

c[ N(1−f0′) + (N+1)f0′ ] = c[ N + f0(E+ħω) ].

If k′ lies one phonon below, N and N+1 change places:

c[ (N+1)(1−f0′) + N f0′ ] = c[ N + 1 − f0(E−ħω) ].

These are the occupation factors in the imaginary part of the lowest-order electron-phonon self-energy, with ħ/τ = 2|Im Σ|. SERTA therefore means keeping τ and setting M to zero.

**Why the return term vanishes**

The force is −e𝓔, and the gradient of f0 with respect to k_x is ħv_x ∂f0/∂E. To first order in the field the steady Boltzmann equation is

−e𝓔 v_x ∂f0/∂E = −δf/τ + Σ′ M(k,k′) δf′.

Without the return term its solution would be

δf = e𝓔 τ v_x ∂f0/∂E.

Because ∂f0/∂E is negative, states moving along the field lose electrons and states moving against it gain them, as they should for negative charge.

The remaining question is whether this δf also solves the equation with the return term. In an isotropic valley, rotating k and k′ together cannot change P, so P depends on E, E′ and the angle θ between the wavevectors. If it does not depend on the direction of k′ at fixed k, it cannot depend on θ. It is then a function of the two energies alone, and so are the reverse rate and M. It also follows that τ depends on energy alone. The return term becomes

Σ′ M δf′ = e𝓔 Σ′ M(E,E′) τ(E′) (∂f0/∂E′) v_x′.

Carry out the sum over directions first, at fixed E′. Everything except v_x′ is constant on this energy shell, and v_x′ averages to zero. The return term vanishes shell by shell, so the SERTA expression solves the complete linear equation.

Nothing in this step required E′ = E. Inelastic scattering does connect different energies, but the connection passes through the angular average of δf on each shell. The part of δf that carries current has no such average. Its decay at energy E is therefore independent of what happens at E±ħω, apart from the equilibrium occupations already contained in τ.

The current is also unique. The difference of two solutions obeys δf/τ = Σ′ M(E,E′)δf′. The right side depends on energy alone, and so does τ, so the difference is a function of energy alone. It can change the number or energy of the electrons but carries no current.

The word "exact" thus has a definite scope. It refers to the linearized Boltzmann equation with equilibrium phonons. Any error in that equation, or in the rates put into it, remains.

**The same step fails for a change of temperature or density**

Suppose δf is an even disturbance, for example extra electrons spread evenly over all directions. Its shell average is not zero and the return term is essential. Summing M over k gives

Σ_k M(k,k′) = Σ_k [ P(k′→k)(1−f0) + P(k→k′) f0 ] = 1/τ(k′),

so the total return equals the total loss, and collisions conserve particles. SERTA applied to such a disturbance would make electrons disappear. For a disturbance proportional to f0 at energies above ħω, in the example below, the computed ratio of returned to lost electrons is 1.000000.

This restricts the result to linear response. Joule heating appears at second order in the field and alters the even part of f. A calculation of hot electrons must keep the return term even when P has no directional dependence.

**Which angular dependence matters**

The condition can be relaxed. For rates that are equal at θ and −θ, expand M in cosines of the angle between k and k′:

M = M0 + M1 cos θ + M2 cos 2θ + …,

with coefficients that depend on E and E′. In an isotropic valley the current-carrying disturbance has the form a(E) cos φ, where φ is measured from the x axis. Averaging over the final direction,

⟨M cos φ′⟩ = ½ M1 cos φ,

because cos θ = cos φ cos φ′ + sin φ sin φ′, the average of cos²φ′ is ½, that of sin φ′ cos φ′ is zero, and the other harmonics are orthogonal to cos φ′. The equation for the amplitude is therefore

a(E)/τ(E) = e𝓔 v ∂f0/∂E + ½ Σ′ M1(E,E′) a(E′).

If M1 vanishes, SERTA is exact, whatever the value of M2. If M1 is nonzero only at E′ = E, as in elastic scattering, the last term merely changes the relaxation time at that energy. If M1 connects different energies, their amplitudes are coupled and the equation has to be solved as a whole, for example by iteration. Contributions from different energies could still cancel by accident, so M1 = 0 is a sufficient condition and not a strictly necessary one.

An alternative to SERTA weights each collision with 1 − cos θ. When P does not depend on θ the added term averages to zero, and both prescriptions give the same τ.

**When the valley itself is not isotropic**

If P depends on the two energies alone, even the isotropy of the valley can be given up. Let Θ be the unit step function. Then

∇_k Θ(E−E_k) = −ħ v δ(E−E_k).

Integrate both sides over k. If the contour of energy E is closed and every state outside it has a higher energy, Θ is zero out there, and the integral of its gradient vanishes. Hence

∫ v δ(E−E_k) d²k = 0.

The velocity averages to zero on the shell, and the argument goes through. A lopsided model contour, the inner closed branch of E = ½k²(1 + 0.3 k cos φ) at E = 0.5 in dimensionless units (the model is not used at larger k, where its energy can fall again), shows that this is not a matter of symmetry under k → −k. The shell average of k_x is −0.40, while that of v_x is zero to within 10⁻¹⁴.

The same reasoning covers scattering between valleys. The sum over k′ splits into one sum per valley, and each vanishes if the rates depend on energies alone. Such scattering shortens τ but adds no return of current.

**Which phonons meet the condition**

An optical phonon of fixed energy with a constant deformation potential D_op meets it. For areal mass density ρ and sample area A, the squared coupling is ħD_op²/(2ρωA). The number of final states per unit energy, for one spin and valley, is Am/(2πħ²). The golden rule gives the prefactor

R = (2π/ħ) · ħD_op²/(2ρω) · m/(2πħ²) = mD_op²/(2ħ²ρω),

and the optical part of 1/τ is

R[ N + f0(E+ħω) ] + R[ N + 1 − f0(E−ħω) ],

where the second bracket is present for E > ħω.

For acoustic phonons with sound speed s, the squared coupling ħD_ac²q/(2ρsA) grows with the momentum transfer q, which depends on θ. When kT is much larger than ħsq, however, the phonon occupation is close to kT/(ħsq). Absorption and emission together carry the factor 2N, and q cancels. If the small phonon energy is also neglected, the two directions of a transition have equal rates, the Pauli factors in 1/τ add to one, and

1/τ_ac = (2π/ħ) · D_ac²kT/(ρs²) · m/(2πħ²) = mD_ac²kT/(ħ³ρs²).

Acoustic scattering thus meets the condition in this high-temperature, elastic limit. Polar optical scattering does not, because its coupling is strongest at small q and favours forward scattering.

**From τ to the mobility**

The mean velocity is Σ v_x δf / Σ f0. Inserting δf and dividing by −𝓔 gives a positive mobility,

μ = e Σ τ v_x² (−∂f0/∂E) / Σ f0.

The directional average of v_x² is v²/2 = E/m. The density of states is constant in two dimensions and cancels:

μ = (e/m) ∫ E τ(E) (−∂f0/∂E) dE / ∫ f0 dE.

At low density f0 is proportional to exp(−E/kT) and small beside one. The time τ then takes two values, τ_below for E < ħω and τ_above for E > ħω. With x = E/kT and x0 = ħω/kT, the weight of the upper range is

w = ∫ x e^(−x) dx from x0 to ∞ = (1+x0) e^(−x0),

and

μ = (e/m)[ (1−w)τ_below + w τ_above ].

**A worked case in the regime of monolayer MoS2**

The parameters are rough typical values for this material: m = 0.5 m0, ρ = 3.1×10⁻⁷ g/cm², s = 6.5 km/s, D_ac = 3 eV, and one effective optical phonon of 48 meV with D_op = 6×10⁸ eV/cm standing for several modes. At 300 K and 10¹³ electrons per cm², with a spin-valley degeneracy of 4, the Fermi level lies 10.9 meV above the band edge, where f0 = 0.60.

The formulas give an acoustic rate of 2.84 ps⁻¹ and R = 8.37 ps⁻¹, with N = 0.185. Summing the golden rule directly over the plane of final states, for an electron at 100 meV at low density, reproduces the optical rate to the five decimals shown in the numerical output.

At 20 meV an electron can only absorb an optical phonon. The final state at 68 meV has f0 = 0.099, so

1/τ = 2.84 + 8.37 × (0.185 + 0.099) = 5.2 ps⁻¹.

At 100 meV emission is open as well. With f0 = 0.005 at 148 meV and 0.169 at 52 meV,

1/τ = 2.84 + 8.37 × (0.190 + 1.016) = 12.9 ps⁻¹.

The mobility integral gives 457 cm²/Vs. For comparison, the full collision term was set up on a grid of 60 energies and 16 directions, differentiated numerically, and solved with the return term included. The result is 457.762 cm²/Vs, and SERTA on the same grid gives the same figure. The relative difference is 2×10⁻⁹, which is the size expected from a small artificial loss rate, 10⁻⁹ of the largest scattering rate, used to fix the particle number. The gap of 0.1 % between grid and integral comes from the grid, whose energy step is 6 meV.

The return flow is not small in this solution. Take a state at 15 meV moving nearly along x. Relative to the loss of its disturbance, states with v_x > 0 return +0.33 and states with v_x < 0 return −0.33 (0.32 for motion exactly along x with continuous angles). Ignoring either half would be a serious error; ignoring both is harmless.

The low-density limit shows what sets the value. Here x0 = 1.86 and w = 0.446, with τ_below = 0.228 ps and τ_above = 0.070 ps. The mean time is

0.554 × 0.228 + 0.446 × 0.070 = 0.158 ps,

and the mobility is 554 cm²/Vs. At 10¹³ cm⁻², with all other parameters held fixed, it is lower by 17 %. Most of this is a shift of weight. Integrating by parts, the share of energies above ħω becomes

w = [ x0 f0(ħω) + ln(1+e^(η−x0)) ] / ln(1+e^η),

where η = 0.42 is the Fermi level in units of kT. With f0(ħω) = 0.192 this is (0.357 + 0.214)/0.926 = 0.62. If the two low-density times are kept, the mean time falls to 0.131 ps and the mobility to about 460 cm²/Vs, close to the full 457. The occupations f0(E±ħω) also change the rates. They raise 1/τ below ħω and lower it above, and for these parameters the two changes nearly cancel in the mobility.

**How large the error becomes when the condition fails**

Multiply the optical rates by 1 + 0.5 cos θ and leave everything else unchanged. The added term averages to zero in 1/τ, so SERTA still gives 458 cm²/Vs on the grid. The full solution gives 530 cm²/Vs on the grid, and 529 with a finer energy step. Forward scattering preserves part of the current, and SERTA counts it as lost; its result is 14 % below the full one. With 1 + 0.5 cos 2θ instead, both calculations return 458 cm²/Vs, as the harmonic argument requires.

Polar coupling is a physical source of such forward scattering. In a thin layer it can be modelled as g0/(1+rq), where r measures the layer's own dielectric response. The squared coupling in a sample of area A is this expression squared, times A_c/A, where A_c is the area of the unit cell. For a Born charge Ze and reduced mass M, g0 = [Ze²/(2ε0A_c)] √(ħ/(2Mω)), where ε0 is the vacuum permittivity. With Z = 1, A_c = 0.087 nm² and M = 38 u this gives g0 = 0.35 eV; r is set to 4 nm. All are rough values. Adding this coupling at the same phonon energy, without screening by the channel electrons, lowers the full mobility from 458 to 384 cm²/Vs. SERTA gives 340 cm²/Vs, which is 11.5 % below the full solution; a finer energy step lowers both mobilities by about 0.5 cm²/Vs and leaves the percentage unchanged. These numbers describe a free-standing, unscreened layer. Free-carrier screening at 10¹³ cm⁻² can remove most of the effect. In the static limit the denominator becomes 1+rq+q_s/q with q_s ≈ 2.3×10⁸ cm⁻¹; the full mobility is then 451 cm²/Vs and SERTA lies 0.3 % above it. Static screening is only a rough guide for a 48 meV phonon, but it shows how strongly the 11.5 % depends on screening. A surrounding dielectric also reduces it.

Acoustic phonons do little harm at 300 K. For an electron with E = kT at low density, the true phonon energies and occupations change the acoustic rate by −0.3 %, and the mean cosine of the final direction is 0.003. On cooling the approximation gradually worsens. At 10¹³ cm⁻² the largest momentum transfer across the Fermi circle is 2√(πn), or 1.1×10⁷ cm⁻¹, and the corresponding phonon energy is 4.8 meV. It equals kT near 55 K. The dependence on direction sets in gradually, and well below that temperature the return term has to be kept.

**Limits set by the field and by the Boltzmann equation**

The linear regime ends at modest fields. Optical phonons of a single energy and elastic collisions cannot restore a Fermi distribution by themselves, because they change an electron's energy only in whole steps of ħω. For an estimate, suppose that collisions between electrons, which the model leaves out, maintain such a distribution. If the electrons were then 10 % hotter than the lattice, at fixed density, optical phonons would remove on average 12.4 eV/ns from each of them. Equating this to the heating power eμ𝓔² gives

𝓔 = √(12.4×10⁹ / 457) V/cm ≈ 5.2 kV/cm,

or 0.005 MV/cm. This corresponds to 0.1 V across about 200 nm. The mobility used is that of electrons at the lattice temperature; for the hotter electrons it is about 434 cm²/Vs, which raises the field by 3 %. Energy loss to acoustic phonons, about 0.07 eV/ns, is left out and raises it by less than 1 %. A short transistor under normal drain bias lies far above this field, so its current cannot be inferred from the linear mobility alone.

Collisional broadening limits the Boltzmann equation itself. The width ħ/τ is 3.4 meV at 20 meV and 8.5 meV at 100 meV, against kT = 25.9 meV. These ratios, 13 % and 33 %, are not errors of the mobility, but they show that agreement between SERTA and the full solution to many digits says nothing about accuracy at that level.

**Reading the result for real channels**

Measured room-temperature mobilities of monolayer MoS2 are often some tens of cm²/Vs, with better samples near a hundred. The model value of 457 cm²/Vs is well above this. Part of the gap is expected, because the model contains no charged impurities, no other defects and no phonons of the surrounding dielectrics. Part may come from the rough deformation potentials, which enter the rates squared: raising both by a quarter would lower the mobility to about 290 cm²/Vs. Within the phonon-limited problem, the model also leaves out polar coupling, which in the unscreened estimate lowers the mobility by 16 %. Higher valleys matter little if they start 0.2 eV above the band edge, since only 0.07 % of the electrons lie above that energy and few lie within one phonon energy below it. The position of these valleys is uncertain and depends on strain. If they start at 0.1 eV, electrons above about 50 meV can enter them by absorbing an optical phonon, and this scattering should be included.

For linear, phonon-limited mobility in an isotropic valley, the practical test is the cos θ part of the scattering rate, not the size of the phonon energy. In a warped or elliptical valley the velocity contains higher harmonics of the direction, so cos 2θ or cos 3θ parts of the rate can also return current; what has been shown to be safe there is a rate that depends on the energies alone. Where constant deformation potentials dominate and acoustic phonons are in the high-temperature limit, SERTA is sufficient and an iterative solution will reproduce it. Where polar coupling or another small-q mechanism contributes noticeably, the return term should be kept. In the two forward-favouring model cases computed here, unscreened polar coupling and an assumed 0.5 cos θ term, leaving it out made the mobility too low by about 12 and 14 %.

Computed results

```
temperature: 300 K
effective mass: 0.5 m0
areal mass density: 3.1e-07 g/cm2
sound speed: 6.5 km/s
acoustic deformation potential: 3 eV
optical deformation potential: 6e+08 eV/cm
phonon energy: 48 meV
electron density: 1e+13 cm^-2
spin-valley degeneracy: 4
thermal energy kT: 25.85 meV
phonon occupation N: 0.1851
Fermi level above band edge: 10.9 meV
occupation f0 at band edge: 0.6039
acoustic rate: 2.837 1/ps
optical rate prefactor: 8.371 1/ps
SERTA rate at 20 meV: 5.215 1/ps
SERTA rate at 100 meV: 12.93 1/ps
optical plane sum / formula: 1.00000
mobility, full solution on grid: 457.762 cm2/Vs
mobility, SERTA on same grid: 457.762 cm2/Vs
relative difference full-SERTA: 2.2e-09
mobility, SERTA by quadrature: 457.215 cm2/Vs
energy of sample state: 15 meV
return from forward movers / out-flow: 0.3322
return from backward movers / out-flow: -0.3322
even disturbance: returned / lost: 1.000000
cos(theta) part 0.5: full mobility: 529.74 cm2/Vs
cos(theta) part 0.5: SERTA: 457.76 cm2/Vs
cos(2 theta) part 0.5: full mobility: 457.76 cm2/Vs
cos(2 theta) part 0.5: SERTA: 457.76 cm2/Vs
lopsided contour: |mean v_x| (dimensionless): 5.4e-15
lopsided contour: mean k_x (dimensionless): -0.3973
low density: x0 = hw/kT: 1.857
low density: weight w above hw: 0.4462
low density: tau below hw: 0.228 ps
low density: tau above hw: 0.0699 ps
low density: mobility: 553.81 cm2/Vs
polar: Born charge: 1 e
polar: cell area: 0.087 nm2
polar: reduced mass: 38 u
polar: screening length: 4 nm
polar: coupling at q=0: 0.352 eV
polar added, unscreened: full: 384.0 cm2/Vs
polar added, unscreened: SERTA: 339.7 cm2/Vs
polar: SERTA error: -11.5 %
acoustic at E=kT: real / elastic rate: 0.9969
acoustic at E=kT: mean final cosine: 0.0027
energy loss per electron at 1.1 T: 12.43 eV/ns
field that heats electrons by 10 %: 5.21 kV/cm
broadening hbar/tau at 20 meV: 3.433 meV
broadening hbar/tau at 100 meV: 8.511 meV
electrons above 0.2 eV: 0.072 %
```
